# Thermal rise of Murphy-Good tunnelling current through a 3.1 eV barrier

**Question**

I am working on electron injection through the oxide of a charge-trap memory. The exercise gives a barrier of 3.1 eV, a tunnelling mass of 0.42 electron masses and a field of 10 MV/cm. It asks me to show that heating the emitter from zero to 400 K raises the Murphy-Good current by about 33 percent.

I tried the leading low-temperature correction, $1+(\pi kT/d)^2/6$, where $d$ is the energy over which the tunnelling probability changes by a factor $e$. That gives only 27 percent. Where does the rest come from? Should I include the image force? And would a real device show this rise?

**Answer**

Your correction is the start of a series whose later terms matter here. Summed, the series gives 33 percent for a triangular barrier. The Murphy-Good barrier also contains the image force, which moves the closed formula to 34 percent. Both values describe heating of the electron supply alone, with barrier height, field and Fermi level held fixed.

**Counting the electrons**

Let $q>0$ be the elementary charge, $F>0$ the field magnitude, $\phi$ the barrier height above the emitter's Fermi level and $m$ the mass in the barrier. Energies are measured from that Fermi level. I assume a metal-like emitter with a deep occupied band, an empty collector, and conservation of the wavevector $\mathbf k_\parallel$ parallel to the interface.

In the barrier, the parallel motion uses up an energy $E_\parallel=\hbar^2k_\parallel^2/(2m)$. Tunnelling is therefore controlled by

$$
W=E-E_\parallel .
$$

At fixed $\mathbf k_\parallel$, the number of normal states per unit length is $dk_x/(2\pi)$ and their velocity is $v_x=\hbar^{-1}\partial E/\partial k_x$. The product is $dE/(2\pi\hbar)$, so the emitter mass cancels. With two spins, Fermi function $f(E)$ and transmission $D(W)$,

$$
J=2q\int\frac{d^2k_\parallel}{(2\pi)^2}\int\frac{dE}{2\pi\hbar}\,f(E)D(W).
$$

Since $d^2k_\parallel=2\pi k_\parallel dk_\parallel=(2\pi m/\hbar^2)dE_\parallel$, the constants combine to

$$
2q\,\frac{1}{4\pi^2}\,\frac{2\pi m}{\hbar^2}\,\frac{1}{2\pi\hbar}
=\frac{qm}{2\pi^2\hbar^3}.
$$

Now hold $W$ fixed and integrate over $E_\parallel$. Because $E=W+E_\parallel$, this is an integral over $E$ from $W$ upwards:

$$
\int_W^\infty\frac{dE}{1+e^{E/kT}}
=\Big[-kT\ln(1+e^{-E/kT})\Big]_W^\infty
=kT\ln(1+e^{-W/kT}).
$$

Hence

$$
J=\frac{qm}{2\pi^2\hbar^3}\int dW\,D(W)\,kT\ln(1+e^{-W/kT}).
$$

At zero temperature the logarithmic supply becomes $-W$ for $W<0$ and zero for $W>0$.

**The energy scale of the barrier**

Take first the triangular barrier $\phi-qFx$. In the WKB approximation $D=e^{-G}$, where $G$ is twice the integrated decay constant up to the exit point $x_e=(\phi-W)/(qF)$:

$$
\begin{aligned}
G(W)&=\frac{2\sqrt{2m}}{\hbar}\int_0^{x_e}\sqrt{\phi-W-qFx}\,dx\\
&=\frac{4\sqrt{2m}}{3\hbar qF}(\phi-W)^{3/2}.
\end{aligned}
$$

Most of the current comes from energies near the Fermi level on the scale of $\phi$, so expand about $W=0$:

$$
G(W)\simeq G_0-\frac{W}{d},\qquad
d=\frac{\hbar qF}{2\sqrt{2m\phi}},\qquad
G_0=\frac{2\phi}{3d}.
$$

The minus sign says that a higher energy tunnels more easily. The neglected curvature is restored below.

**The thermal integral**

The transmission is now $e^{-G_0}e^{W/d}$, and we need

$$
S=\int_{-\infty}^{\infty}kT\ln(1+e^{-W/kT})\,e^{W/d}\,dW .
$$

Integrate by parts, integrating the exponential. The boundary term vanishes at $-\infty$, where it behaves as $|W|e^{W/d}$. At $+\infty$ it behaves as $e^{W/d-W/kT}$ and vanishes if

$$
p\equiv\frac{kT}{d}<1 .
$$

The derivative of the supply is $-1/(1+e^{W/kT})$. With $x=W/kT$,

$$
S=d\int_{-\infty}^{\infty}\frac{e^{W/d}}{1+e^{W/kT}}dW
=d\,kT\,I,\qquad
I=\int_{-\infty}^{\infty}\frac{e^{px}}{1+e^x}dx .
$$

To find $I$, integrate the same function around a rectangle with its lower side on the real axis and its upper side at $x+2\pi i$. The vertical sides vanish as they recede, because $0<p<1$. On the upper side the denominator is unchanged and the numerator gains $e^{2\pi ip}$. The enclosed pole at $x=i\pi$ has residue $e^{i\pi p}/e^{i\pi}=-e^{i\pi p}$. Thus

$$
(1-e^{2\pi ip})I=-2\pi i\,e^{i\pi p}.
$$

Dividing both sides by $-e^{i\pi p}$ gives $(e^{i\pi p}-e^{-i\pi p})I=2\pi i$, or $I=\pi/\sin(\pi p)$. Since $kT=pd$,

$$
S=d^2\frac{\pi p}{\sin\pi p}.
$$

As $p\to0$ this tends to $d^2$, which is the zero-temperature value. Therefore

$$
\boxed{\frac{J(T)}{J(0)}=\frac{\pi p}{\sin\pi p}}
$$

within the linear-exponent approximation. The cold current follows from $d^2=\hbar^2q^2F^2/(8m\phi)$:

$$
J(0)=\frac{qm\,d^2}{2\pi^2\hbar^3}e^{-G_0}
=\frac{q^3F^2}{16\pi^2\hbar\phi}e^{-G_0}.
$$

**Putting in the numbers**

In SI units, $F=10^9$ V/m and $\phi=4.967\times10^{-19}$ J. Then $\sqrt{2m\phi}=6.165\times10^{-25}$ kg m/s and $\hbar qF=1.690\times10^{-44}$ in SI units, so

$$
d=\frac{1.690\times10^{-44}}{2(6.165\times10^{-25})}\ \mathrm J
=0.0855\ \mathrm{eV}.
$$

At 400 K, $kT=0.0345$ eV. This gives $p=0.403$ and $\pi p=1.266$, whence

$$
\frac{J(400\ \mathrm K)}{J(0)}
=\frac{1.266}{0.954}=1.327 .
$$

The rise is 33 percent. The exponent $G_0=24.2$ gives a cold current density of $1.6\times10^{-3}$ A/cm², which becomes $2.1\times10^{-3}$ A/cm² at 400 K.

Your estimate is the beginning of

$$
\frac{\pi p}{\sin\pi p}=1+\frac{(\pi p)^2}{6}+\frac{7(\pi p)^4}{360}+\cdots .
$$

The second term contributes 27 percent and the third another 5 percent. Stopping after the quadratic term therefore misses about 6 percentage points of the rise, most of them in the third term. Much of the rise has already occurred by room temperature: the formula gives 17 percent from zero to 300 K, and 14 percent from 300 to 400 K relative to the 300 K current.

**Adding the image force**

For an ideal metal surface and an oxide of permittivity $\epsilon$, the barrier becomes

$$
\phi-qFx-\frac{q^2}{16\pi\epsilon x}.
$$

At $W=0$ its turning points are

$$
x_{1,2}=\frac{\phi}{2qF}(1\mp s),\qquad
s=\sqrt{1-f},\qquad
f=\frac{q^3F}{4\pi\epsilon\phi^2}.
$$

We need the slope of $G$ at the Fermi level. Differentiating the action produces no end-point terms, because the square root vanishes at both turning points. Factoring the barrier as $qF(x-x_1)(x_2-x)/x$ gives

$$
\frac1{d_{\rm im}}=-\left.\frac{dG}{dW}\right|_0
=\frac{\sqrt{2m}}{\hbar\sqrt{qF}}
\int_{x_1}^{x_2}\frac{\sqrt{x}\,dx}{\sqrt{(x-x_1)(x_2-x)}} .
$$

Set $x=x_2-(x_2-x_1)\sin^2\theta$. The factor $\sin\theta\cos\theta$ from $dx$ cancels the one in the denominator, and the integral becomes $2\sqrt{x_2}\,\mathcal E(\mu)$, where

$$
\mathcal E(\mu)=\int_0^{\pi/2}\sqrt{1-\mu\sin^2\theta}\,d\theta,
\qquad \mu=\frac{x_2-x_1}{x_2}=\frac{2s}{1+s}.
$$

Inserting $x_2$ gives

$$
d_{\rm im}=\frac dt,\qquad
t=\sqrt{\frac{1+s}{2}}\;\mathcal E\!\left(\frac{2s}{1+s}\right).
$$

I use a relative permittivity of 2.15, a rough optical value for silicon dioxide. Then $f=0.070$, $t=1.017$ and $d_{\rm im}=0.0841$ eV. The new ratio $p=0.410$ gives a rise of 34 percent.

The image force has a much larger effect on the current itself. Numerical integration of the action reduces the Fermi-level exponent from 24.2 to 21.7. Integrating the resulting transmission over energy gives a cold current 11.6 times that of the triangle. This factor is for an ideal metal surface. Silicon polarizes less than a metal, so its image force is weaker and the increase in current is smaller. The temperature ratio barely moves because $e^{-G_0}$ cancels from it, leaving the small change in slope.

**How good is the straight-line exponent?**

For the triangle, the next term of $(1-W/\phi)^{3/2}$ is $3W^2/(8\phi^2)$. Multiplied by $G_0=2\phi/(3d)$, it adds $W^2/(4\phi d)$ to $G$ and so reduces the transmission. Its average effect requires $\langle W^2\rangle$, weighted by the integrand of $S$.

Write $b=1/d$, so that $S(b)=\pi kT/[b\sin(\pi kTb)]$. Each derivative with respect to $b$ brings down a factor $W$, hence $\langle W^2\rangle=S''/S=[(\ln S)']^2+(\ln S)''$. With $a=\pi p$,

$$
M_2\equiv\frac{\langle W^2\rangle}{d^2}
=(1+a\cot a)^2+1+\frac{a^2}{\sin^2a}.
$$

This is 6 at zero temperature and 4.72 at 400 K. To first order each current is multiplied by $1-M_2d/(4\phi)$, so their ratio is multiplied by

$$
1+\frac{d}{4\phi}(6-M_2)
=1+\frac{0.0855}{12.4}(1.28)=1.009 .
$$

The rise becomes 33.9 percent. Numerical integration with the full WKB exponent gives 33.8 percent for the triangle and 35.2 percent with the image force. The curvature therefore adds about one percentage point.

The formula must fail as $p\to1$, which for this triangle occurs at 993 K. Its divergence there is not physical. The straight-line exponent lets transmission grow without limit at high energy, whereas the real barrier has a top. Well before that temperature, the full energy integral should replace the closed formula.

WKB also omits the matching of waves at the interface. To size this, I solved the sharp triangular barrier with Airy functions at normal incidence, assuming a free-electron emitter with a band 10 eV deep. The cold current doubles to $3.0\times10^{-3}$ A/cm², but the rise remains 34 percent.

**What a device would change**

The barrier and mass are rough values for electrons entering silicon dioxide from silicon, as in a charge-trap memory. Everything above also assumes a parabolic oxide band, with one mass down to 3.1 eV below the band edge. The scale $d$ is set by the decay constant at that deepest point, where this assumption is weakest. A two-band (Franz) form multiplies the squared decay constant by $1-\varepsilon/E_g$, with $\varepsilon$ the depth below the band edge. For $E_g=9$ eV and the same band-edge mass, it gives $d=0.106$ eV and a triangular WKB rise of about 20 percent. A quoted mass therefore has to be used with the dispersion it was fitted to. For silicon, however, 3.1 eV is usually measured from the conduction-band edge. If the Fermi level lies 0.2 eV above that edge, the barrier seen from it is only 2.9 eV, which by itself raises the cold current about tenfold. The field is high, near the oxide's breakdown range. At the Fermi level, the triangular exit point is 3.1 nm from the emitter. Electrons lower in energy by $d$ leave about 0.09 nm farther out, and the current draws on several such steps. The oxide should therefore be at least about half a nanometre thicker than 3.1 nm for the present barrier shape to apply.

The deep-band assumption is doubtful for a silicon emitter, where the occupied part of the conduction band can be shallow. As an illustration, put the band bottom 0.2 eV below a fixed Fermi level, keep the barrier 3.1 eV above that level, and take equal masses in emitter and barrier. States with $W<-0.2$ eV are then absent. With $\beta=0.2/0.0855=2.34$, the missing fraction of the cold current in the linear model is

$$
\frac1{d^2}\int_{-\infty}^{-\beta d}(-W)e^{W/d}dW=(1+\beta)e^{-\beta}=0.32 .
$$

Nearly the same absolute amount is missing at 400 K, since heating hardly changes the supply so far below the Fermi level. The ratio becomes $(1.327-0.32)/(1-0.32)\simeq1.48$. The full WKB integral gives a rise of 49 percent. Here the matching of waves at the interface matters: slow electrons near the band bottom are transmitted poorly, so the cold current loses a larger share than the thermal gain does. With the sharp triangular barrier solved exactly, the rise is about 78 percent. Real silicon also has unequal masses, quantized surface levels and a Fermi level that can move with temperature, so this is a measure of sensitivity, not a prediction.

A temperature-dependent barrier can matter more. Since $dG_0/d\phi=1/d$, a reduction of only

$$
\delta\phi\simeq d\ln(1.327)=24\ \mathrm{meV}
$$

would match the whole thermal gain, neglecting the small change in prefactor. If the barrier fell by an assumed 0.1 meV/K, it would be 40 meV lower at 400 K. The full triangular integral then gives a total rise of 115 percent.

The field must be held equally steady. From $J\propto F^2e^{-G_0}$ and $G_0\propto1/F$, a one percent increase changes $\ln J$ by about $0.01(2+24.2)=0.26$. The full integral gives a 30 percent larger cold current, almost the effect you are trying to isolate.

Finally, the oxide may wear out during a long measurement. For an assumed, rough charge to breakdown of 10 C/cm², the triangular current at 400 K would take about 4900 s to deliver that charge. The larger current found with the metal image force would take roughly one twelfth as long. A measured rise can thus be compared with the calculated 33 to 35 percent only if the field, barrier and oxide condition are controlled, the emitter has a deep band, and the parabolic mass describes the decay constant near the Fermi level.
